# When self-consistent total-energy denominators spoil second-order downfolding: a program that tests the result

```python
# Result under test: N independent two-level systems, one reference state.
# Second-order downfolding with the self-consistent TOTAL energy E (BW2),
#   E = N V^2/(E - D),  gives  E = D/2 - sqrt(D^2/4 + N V^2),
# which tends to -V sqrt(N), while the exact energy is N*e with
#   e = D/2 - sqrt(D^2/4 + V^2).
# D: level spacing, V: coupling inside each system, N: number of systems.
# RS2: second order with fixed denominators, -N V^2/D.
# Energies are measured from the reference (all systems in the lower level).
import numpy as np
import sympy as sp
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
D, V = 2.0, 0.5  # eV, round model parameters


def exact_one(d, v):
    return d / 2 - np.sqrt(d * d / 4 + v * v)


def bw2_formula(n, d, v):
    return d / 2 - np.sqrt(d * d / 4 + n * v * v)


def full_matrix(n, d, v):
    """Many-body matrix; bit i of the index tells if system i is excited."""
    h = np.zeros((2**n, 2**n))
    for state in range(2**n):
        h[state, state] = d * bin(state).count("1")
        for i in range(n):
            h[state ^ (1 << i), state] = v
    return h


def singles_diagonalization(n, d, v):
    """Lowest state in the space of the reference and single excitations."""
    h = np.diag(np.r_[0.0, np.full(n, d)])
    h[0, 1:] = h[1:, 0] = v
    w, c = np.linalg.eigh(h)
    return w[0], c[:, 0]


def bw2_root(n, d, v):
    """Root of the self-consistent equation with an explicit sum over states."""
    gaps = np.full(n, d)
    return brentq(lambda e: e - np.sum(v * v / (e - gaps)),
                  -v * np.sqrt(n), 0.0, xtol=1e-12)


def growth_exponent(energy, d):
    return (d + abs(energy)) / (d + 2 * abs(energy))


def threshold(x):
    """Above this N, BW2 has a larger error than RS2 (for x=V^2/D^2 < 2)."""
    s = np.sqrt(1 + 4 * x)
    return (1 + 2 * x - s) / (1 + x - s) ** 2


e_one = exact_one(D, V)
t_one = V / (e_one - D)
p_one = t_one**2 / (1 + t_one**2)

# Exact energy, untruncated partitioning, and BW2 from the diagonal of QHQ
for n in range(1, 9):
    H = full_matrix(n, D, V)
    w, vectors = np.linalg.eigh(H)
    assert abs(w[0] - n * e_one) < 1e-10
    coupling, Q = H[1:, 0], H[1:, 1:]
    E = n * e_one
    folded = coupling @ np.linalg.solve(E * np.eye(len(Q)) - Q, coupling)
    assert abs(folded - E) < 1e-9
    q_diag = np.diag(Q)
    root = brentq(lambda z: z - np.sum(coupling**2 / (z - q_diag)),
                  -V * np.sqrt(n), 0.0, xtol=1e-13)
    assert abs(root - bw2_formula(n, D, V)) < 1e-10

# Structure of the exact state for the last matrix (n = 8)
c = vectors[:, 0] / vectors[0, 0]
assert abs(c[1] - t_one) < 1e-9
assert abs(c[3] - t_one**2) < 1e-9
spectator = V * sum(c[1 | (1 << j)] for j in range(1, n)) / c[1]
assert abs(spectator - (n - 1) * e_one) < 1e-9
count = np.array([bin(state).count("1") for state in range(2**n)])
assert abs(count @ vectors[:, 0] ** 2 - n * p_one) < 1e-9

# Fourth-order term: explicit matrix product against the path count
z = -0.7
R = 1 / (z - q_diag)
W = Q - np.diag(q_diag)
u = R * coupling
third = u @ W @ u
fourth = u @ W @ (R * (W @ u))


def fourth_term(energy, m, d, v):
    return 2 * m * (m - 1) * v**4 / ((energy - d) ** 2 * (energy - 2 * d))


assert abs(third) < 1e-12
assert abs(fourth - fourth_term(z, n, D, V)) < 1e-10

# Cancellation of the N^2 part at order V^4
ds, vs, ns = sp.symbols("d v n", positive=True)


def v4_coefficient(expression):
    return sp.series(expression, vs, 0, 6).removeO().expand().coeff(vs, 4)


bw_v4 = v4_coefficient(ds / 2 - sp.sqrt(ds**2 / 4 + ns * vs**2))
exact_v4 = v4_coefficient(ns * (ds / 2 - sp.sqrt(ds**2 / 4 + vs**2)))
path_v4 = fourth_term(0, ns, ds, vs) / vs**4
assert sp.simplify(bw_v4 - ns**2 / ds**3) == 0
assert sp.simplify(bw_v4 + path_v4 - exact_v4) == 0

# Truncated diagonalization: energy, excitation number, growth exponent
for n in (1, 3, 30, 100):
    E, c = singles_diagonalization(n, D, V)
    assert abs(E - bw2_formula(n, D, V)) < 1e-10
    assert abs(np.sum(c[1:] ** 2) - abs(E) / (D + 2 * abs(E))) < 1e-10
low, high = (singles_diagonalization(n, D, V)[0] for n in (99, 101))
slope = np.log(high / low) / np.log(101 / 99)
assert abs(slope - growth_exponent(bw2_formula(100, D, V), D)) < 1e-5

# Large-N limits, second and fourth order
big = 10**6
E_big, E_double = bw2_root(big, D, V), bw2_root(2 * big, D, V)
ratio2 = E_big / (-V * np.sqrt(big))
slope_big = np.log(E_double / E_big) / np.log(2)
assert abs(ratio2 - 1) < 0.005  # correction is of relative size D/(2V sqrt(N))
assert abs(slope_big - 0.5) < 0.005
huge = 10**8
E4_huge = brentq(lambda e: e - huge * V**2 / (e - D)
                 - fourth_term(e, huge, D, V), -10 * V * np.sqrt(huge), 0.0)
ratio4 = E4_huge / (-V * np.sqrt(2 * huge))
assert abs(ratio4 - 1) < 0.002  # correction is of order D/(V sqrt(N))

# Which second-order energy is better: direct comparison against threshold
for x in (0.02, 0.0625, 0.3, 1.0, 1.9, 2.5):
    v = np.sqrt(x)
    e = np.linalg.eigvalsh([[0.0, v], [v, 1.0]])[0]
    for n in (2, 3, 4, 6, 10, 15, 40, 200):
        bw = singles_diagonalization(n, 1.0, v)[0]
        rs = -n * x
        assert rs < n * e < bw
        bw_worse = bw - n * e > n * e - rs
        assert bw_worse == (x < 2 and n > threshold(x))

# One-particle downfolding: orbital energies of the same systems,
# written in mixed (delocalized) orbitals, add up to the exact energy
rng = np.random.default_rng(4)
n = 8
mix = np.linalg.qr(rng.normal(size=(n, n)))[0]
orbital_h = np.block([[np.zeros((n, n)), V * mix], [V * mix.T, D * np.eye(n)]])
orbital_sum = np.sum(np.linalg.eigvalsh(orbital_h)[:n])
many_body = np.linalg.eigvalsh(full_matrix(n, D, V))[0]
assert abs(orbital_sum - many_body) < 1e-9
orbital_e = brentq(lambda e: np.linalg.eigvalsh(
    V**2 * mix @ mix.T / (e - D))[0] - e, -V, 0.0, xtol=1e-13)
assert abs(n * orbital_e - many_body) < 1e-9

# Worked example
print(f"level spacing D = {D:.3f} eV, coupling V = {V:.3f} eV")
print(f"x = V^2/D^2 = {(V / D)**2:.4f}")
print(f"crossover number Nc = D^2/(4V^2) = {D**2 / (4 * V**2):.2f}")
print(f"exact energy per system e = {e_one:.5f} eV")
print(f"RS2 energy per system = {-V**2 / D:.5f} eV")
print("N, exact (eV), RS2 (eV), BW2 (eV), BW2/exact, BW2 growth exponent")
for n in (1, 2, 3, 4, 10, 100, 1000, 10000):
    E = bw2_root(n, D, V)
    print(f"{n:6d} {n * e_one:12.4f} {-n * V**2 / D:12.4f} {E:11.4f}"
          f" {E / (n * e_one):8.4f} {growth_exponent(E, D):8.4f}")
print("errors against exact: N, RS2 (meV), BW2 (meV)")
for n in (2, 3, 4):
    print(f"{n:6d} {1000 * (-n * V**2 / D - n * e_one):10.3f}"
          f" {1000 * (bw2_root(n, D, V) - n * e_one):10.3f}")
n = 100
E, c = singles_diagonalization(n, D, V)
print(f"N=100 mean number of excitations, BW2: {np.sum(c[1:]**2):.4f}")
print(f"N=100 mean number of excitations, exact: {n * p_one:.4f}")
print(f"exact excitation probability per system p = {p_one:.5f}")
print(f"exact amplitude ratio t = {t_one:.5f}")
print(f"N=100 BW2 denominator E-D = {E - D:.4f} eV")
print(f"correct denominator e-D = {e_one - D:.4f} eV")
print(f"N=100 spectator energy (N-1)e = {(n - 1) * e_one:.4f} eV")
print(f"N=100 exact energy = {n * e_one / HARTREE_EV:.5f} hartree")
print(f"N=100 RS2 energy = {-n * V**2 / D / HARTREE_EV:.5f} hartree")
print(f"N=100 BW2 energy = {E / HARTREE_EV:.5f} hartree")
for v in (0.5, 1.0, 2.0):
    print(f"threshold N* for D={D:.1f} eV, V={v:.1f} eV:"
          f" {threshold((v / D)**2):.3f}")
print(f"N=10^6: BW2 energy / (-V sqrt(N)) = {ratio2:.5f}")
print(f"growth exponent between N=10^6 and 2x10^6 = {slope_big:.5f}")
print(f"N=10^8: fourth-order energy / (-V sqrt(2N)) = {ratio4:.5f}")
print(f"N=8: sum of occupied orbital energies = {orbital_sum:.5f} eV")
print(f"N=8: many-body ground-state energy = {many_body:.5f} eV")
print("checks complete")
```

Printed output:

```
level spacing D = 2.000 eV, coupling V = 0.500 eV
x = V^2/D^2 = 0.0625
crossover number Nc = D^2/(4V^2) = 4.00
exact energy per system e = -0.11803 eV
RS2 energy per system = -0.12500 eV
N, exact (eV), RS2 (eV), BW2 (eV), BW2/exact, BW2 growth exponent
     1      -0.1180      -0.1250     -0.1180   1.0000   0.9472
     2      -0.2361      -0.2500     -0.2247   0.9520   0.9082
     3      -0.3541      -0.3750     -0.3229   0.9118   0.8780
     4      -0.4721      -0.5000     -0.4142   0.8773   0.8536
    10      -1.1803      -1.2500     -0.8708   0.7378   0.7673
   100     -11.8034     -12.5000     -4.0990   0.3473   0.5981
  1000    -118.0340    -125.0000    -14.8430   0.1258   0.5316
 10000   -1180.3399   -1250.0000    -49.0100   0.0415   0.5100
errors against exact: N, RS2 (meV), BW2 (meV)
     2    -13.932     11.323
     3    -20.898     31.226
     4    -27.864     57.922
N=100 mean number of excitations, BW2: 0.4019
N=100 mean number of excitations, exact: 5.2786
exact excitation probability per system p = 0.05279
exact amplitude ratio t = -0.23607
N=100 BW2 denominator E-D = -6.0990 eV
correct denominator e-D = -2.1180 eV
N=100 spectator energy (N-1)e = -11.6854 eV
N=100 exact energy = -0.43377 hartree
N=100 RS2 energy = -0.45937 hartree
N=100 BW2 energy = -0.15064 hartree
threshold N* for D=2.0 eV, V=0.5 eV: 2.259
threshold N* for D=2.0 eV, V=1.0 eV: 3.181
threshold N* for D=2.0 eV, V=2.0 eV: 13.708
N=10^6: BW2 energy / (-V sqrt(N)) = 0.99800
growth exponent between N=10^6 and 2x10^6 = 0.50085
N=10^8: fourth-order energy / (-V sqrt(2N)) = 0.99976
N=8: sum of occupied orbital energies = -0.94427 eV
N=8: many-body ground-state energy = -0.94427 eV
checks complete
```
